# Closed-shell MP3 energy from contravariant amplitudes and a doubles residual: test program

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""Closed-shell third-order Moller-Plesset energy with contravariant amplitudes.

Result under test (real canonical RHF orbitals; i,j,k,l occupied, a,b,c,d virtual):
    E3 = sum_ijab tt(ij,ab) R(ij,ab),    tt(ij,ab) = 2 t(ij,ab) - t(ij,ba)
    t(ij,ab) = (ia|jb) / (e_i + e_j - e_a - e_b)
    R = particle ladder + hole ladder + rings, the doubles part of (V - E1) Psi1.
o, v: numbers of occupied and virtual spatial orbitals. Energies in hartree.
The reference is perturbation theory done directly in the determinant space.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, ao2mo, fci
from pyscf.fci import cistring, direct_spin1


def swap_virtuals(x):
    return x.transpose(0, 1, 3, 2)


def swap_pairs(x):
    return x.transpose(1, 0, 3, 2)


# ---------- the derived closed-shell formulas ----------
def particle_ladder(t, vvvv):
    return np.tensordot(t, vvvv, axes=([2, 3], [1, 3]))


def hole_ladder(t, oooo):
    return np.tensordot(oooo, t, axes=([0, 2], [0, 1]))


def rings(t, ovov, oovv):
    """Ring terms with two matrix products."""
    tt = 2.0 * t - swap_virtuals(t)
    J = oovv.transpose(0, 3, 1, 2)          # J[k,c,j,b] = (kj|bc)
    direct = np.tensordot(tt, ovov - 0.5 * J, axes=([1, 3], [0, 1]))
    Y = np.tensordot(t, J, axes=([1, 2], [0, 1]))
    direct = direct.transpose(0, 2, 1, 3)
    Y = Y.transpose(0, 2, 1, 3)
    half = direct - 0.5 * Y - swap_virtuals(Y)
    return half + swap_pairs(half)


def rings_term_by_term(t, ovov, oovv):
    tt = 2.0 * t - swap_virtuals(t)
    half = (np.einsum('ikac,kcjb->ijab', tt, ovov, optimize=True)
            - np.einsum('ikac,kjbc->ijab', t, oovv, optimize=True)
            - np.einsum('ikcb,kjac->ijab', t, oovv, optimize=True))
    return half + swap_pairs(half)


# ---------- molecule and integrals ----------
class Molecule:
    def __init__(self, atoms, basis):
        mol = gto.M(atom=atoms, basis=basis, unit='Angstrom', verbose=0)
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-13
        mf.conv_tol_grad = 1e-9
        mf.max_cycle = 100
        self.e_hf = mf.kernel()
        self.e_nuc = mol.energy_nuc()
        C = mf.mo_coeff
        self.e = mf.mo_energy
        self.n = C.shape[1]
        self.o = mol.nelectron // 2
        self.v = self.n - self.o
        self.h1 = C.T @ mf.get_hcore() @ C
        self.eri = ao2mo.restore(1, ao2mo.kernel(mol, C), self.n)
        self.nelec = (self.o, self.o)
        self.h2 = direct_spin1.absorb_h1e(self.h1, self.eri, self.n,
                                          self.nelec, 0.5)
        self.strings = [int(s) for s in
                        cistring.make_strings(range(self.n), self.o)]
        es = np.array([sum(self.e[p] for p in range(self.n) if s >> p & 1)
                       for s in self.strings])
        self.h0 = es[:, None] + es[None, :]

    def apply_h(self, c):
        s = direct_spin1.contract_2e(self.h2, c, self.n, self.nelec)
        return np.asarray(s).reshape(c.shape)


def closed_shell_mp3(m):
    o = m.o
    ovov = m.eri[:o, o:, :o, o:]
    eo, ev = m.e[:o], m.e[o:]
    gap = (eo[:, None, None, None] + eo[None, :, None, None]
           - ev[None, None, :, None] - ev[None, None, None, :])
    integrals = ovov.transpose(0, 2, 1, 3)
    t = integrals / gap
    tt = 2.0 * t - swap_virtuals(t)
    parts = (particle_ladder(t, m.eri[o:, o:, o:, o:]),
             hole_ladder(t, m.eri[:o, :o, :o, :o]),
             rings(t, ovov, m.eri[:o, :o, o:, o:]))
    return t, tt, parts, np.sum(tt * integrals)


# ---------- reference: perturbation theory in determinant space ----------
def determinant_perturbation(m):
    ref = np.zeros_like(m.h0)
    ref[0, 0] = 1.0
    v_ref = m.apply_h(ref) - m.h0 * ref
    e1 = v_ref[0, 0]
    gap = m.h0 - m.h0[0, 0]
    gap[0, 0] = 1.0
    psi1 = -v_ref / gap
    psi1[0, 0] = 0.0
    sigma = m.apply_h(psi1) - m.h0 * psi1 - e1 * psi1
    return e1, np.sum(v_ref * psi1), np.sum(psi1 * sigma), psi1, sigma


def excite(string, i, a):
    """Move an electron from orbital i to a; return new string and sign."""
    low, high = min(i, a), max(i, a)
    between = sum(string >> p & 1 for p in range(low + 1, high))
    return string ^ (1 << i) ^ (1 << a), (-1) ** between


def spin_components(m, vec):
    """Opposite-spin and same-spin double-excitation coefficients, and singles."""
    where = {s: n for n, s in enumerate(m.strings)}
    o, v, start = m.o, m.v, m.strings[0]
    addr = np.zeros((o, v), dtype=int)
    sign = np.zeros((o, v))
    same = np.zeros((o, o, v, v))
    for i in range(o):
        for a in range(v):
            s1, g1 = excite(start, i, o + a)
            addr[i, a], sign[i, a] = where[s1], g1
            for j in range(o):
                for b in range(v):
                    if i != j and a != b:
                        s2, g2 = excite(s1, j, o + b)
                        same[i, j, a, b] = g1 * g2 * vec[where[s2], 0]
    opp = vec[addr[:, :, None, None], addr[None, None, :, :]]
    opp = opp * sign[:, :, None, None] * sign[None, None, :, :]
    return opp.transpose(0, 2, 1, 3), same, vec[addr, 0]


# ---------- reference: spin-orbital formula ----------
def spin_orbital_mp3(m):
    orb = np.repeat(np.arange(m.n), 2)
    spin = np.tile([0, 1], m.n)
    eq = (spin[:, None] == spin[None, :]).astype(float)
    g = m.eri[np.ix_(orb, orb, orb, orb)]
    g = g * eq[:, :, None, None] * eq[None, None, :, :]
    g = g.transpose(0, 2, 1, 3)
    g = g - swap_virtuals(g)                # <PQ||RS>
    O, V = slice(0, 2 * m.o), slice(2 * m.o, None)
    eo, ev = m.e[orb][O], m.e[orb][V]
    t = g[O, O, V, V] / (eo[:, None, None, None] + eo[None, :, None, None]
                         - ev[None, None, :, None] - ev[None, None, None, :])
    R = 0.5 * np.einsum('abcd,ijcd->ijab', g[V, V, V, V], t, optimize=True)
    R += 0.5 * np.einsum('klij,klab->ijab', g[O, O, O, O], t, optimize=True)
    X = np.einsum('kbcj,ikac->ijab', g[O, V, V, O], t, optimize=True)
    X = X - X.transpose(1, 0, 2, 3)
    R += X - swap_virtuals(X)
    return 0.25 * np.sum(t * R), R


# ---------- reference: Taylor coefficients of the exact eigenvalue ----------
def eigenvalue_coefficients(m, radius=0.2, points=12):
    dim = m.h0.size
    H = np.zeros((dim, dim))
    for n in range(dim):
        unit = np.zeros(dim)
        unit[n] = 1.0
        H[:, n] = m.apply_h(unit.reshape(m.h0.shape)).ravel()
    H0 = np.diag(m.h0.ravel())
    phases = np.exp(2j * np.pi * np.arange(points) / points)
    values = []
    for z in radius * phases:
        w, U = np.linalg.eig(H0 + z * (H - H0))
        values.append(w[np.argmax(abs(U[0]))])
    values = np.array(values)
    return [np.mean(values * phases ** (-k)).real / radius ** k
            for k in range(4)]


# ---------- numbers that count their own products ----------
class Counting:
    products = 0

    def __mul__(self, other):
        Counting.products += 1
        return self

    def __rmul__(self, prefactor):          # plain prefactors are not counted
        return self

    def __add__(self, other):
        return self

    __radd__ = __sub__ = __rsub__ = __add__


def count_products(o, v):
    one = Counting()

    def block(*shape):
        return np.full(shape, one, dtype=object)

    t = block(o, o, v, v)
    jobs = (lambda: particle_ladder(t, block(v, v, v, v)),
            lambda: hole_ladder(t, block(o, o, o, o)),
            lambda: rings(t, block(o, v, o, v), block(o, o, v, v)))
    counts = []
    for job in jobs:
        Counting.products = 0
        job()
        counts.append(Counting.products)
    return counts


# ---------- BH: formulas against the determinant space ----------
bond = 1.25
bh = Molecule(f'B 0 0 0; H 0 0 {bond}', '6-31g')
o, v = bh.o, bh.v
t, tt, parts, e2 = closed_shell_mp3(bh)
R = sum(parts)
e3_parts = [np.sum(tt * p) for p in parts]
e3 = np.sum(tt * R)
d1, d2, d3, psi1, sigma = determinant_perturbation(bh)
assert abs(bh.h0[0, 0] + d1 + bh.e_nuc - bh.e_hf) < 1e-8
assert abs(e2 - d2) < 1e-9
assert abs(e3 - d3) < 1e-9

t_opp, t_same, singles = spin_components(bh, psi1)
R_opp, R_same, _ = spin_components(bh, sigma)
err_R = np.max(abs(R_opp - R))
err_same = np.max(abs(R_same - (R - swap_virtuals(R))))
assert np.max(abs(singles)) < 1e-7          # limited by SCF convergence
assert np.max(abs(t_opp - t)) < 1e-7
assert np.max(abs(t_same - (t - swap_virtuals(t)))) < 1e-7
assert err_R < 1e-7 and err_same < 1e-7

# overlap of E_ai E_bj |0> with Psi1: two opposite-spin and two same-spin terms
overlap = t_opp + swap_pairs(t_opp) + 2.0 * t_same
assert np.max(abs(overlap - 2.0 * tt)) < 1e-7
norm1 = np.sum(tt * t)
assert abs(norm1 - np.sum(psi1 ** 2)) < 1e-9

e3_so, R_so = spin_orbital_mp3(bh)
assert abs(e3_so - d3) < 1e-9
assert np.max(abs(R_so[0::2, 1::2, 0::2, 1::2] - R_opp)) < 1e-7

ovov, oovv = bh.eri[:o, o:, :o, o:], bh.eri[:o, :o, o:, o:]
assert np.max(abs(rings_term_by_term(t, ovov, oovv) - parts[2])) < 1e-11

e3_opp = np.sum(t * R)
e3_same = np.sum(t * (R - swap_virtuals(R)))
assert abs(e3_opp - np.sum(t_opp * R_opp)) < 1e-9
assert abs(e3_same - 0.5 * np.sum(t_same * R_same)) < 1e-9

# ---------- LiH: formulas against the eigenvalue of H0 + lambda V ----------
lih = Molecule('Li 0 0 0; H 0 0 1.6', 'sto-3g')
_, tt_l, parts_l, e2_l = closed_shell_mp3(lih)
e3_l = np.sum(tt_l * sum(parts_l))
taylor = eigenvalue_coefficients(lih)
assert abs(taylor[2] - e2_l) < 1e-8
assert abs(taylor[3] - e3_l) < 1e-8

# ---------- cost ----------
small, large = count_products(o, v), count_products(o, 2 * v)
for size, counts in ((v, small), (2 * v, large)):
    assert counts[0] == o**2 * size**4
    assert counts[1] == o**4 * size**2
    assert counts[2] == 2 * o**3 * size**3
even = count_products(2, 4)                 # v = 2o: ladder and rings tie
assert even[0] == even[2]

# ---------- full CI in the same basis ----------
e_fci, _ = direct_spin1.kernel(bh.h1, bh.eri, bh.n, bh.nelec,
                               ecore=bh.e_nuc, conv_tol=1e-11)
corr_fci = e_fci - bh.e_hf

# one amplitude with i<j, a<b and non-degenerate virtual orbitals
ev = bh.e[o:]
single = [a for a in range(v)
          if all(abs(ev[a] - ev[b]) > 1e-5 for b in range(v) if b != a)]
i, j, a, b = max(((i, j, a, b) for i in range(o) for j in range(i + 1, o)
                  for a in single for b in single if a < b),
                 key=lambda q: abs(t[q]))

kj = constants.physical_constants['Hartree energy'][0] * constants.N_A / 1000
print(f'BH bond length: {bond:.2f} angstrom; basis 6-31G')
print(f'occupied o = {o}, virtual v = {v}, determinants = {bh.h0.size}')
print(f'RHF total energy: {bh.e_hf:.8f} hartree')
print(f'E2, closed-shell formula: {e2:.8f} hartree')
print(f'E2, determinant space:    {d2:.8f} hartree')
print(f'E3, closed-shell formula: {e3:.8f} hartree')
print(f'E3, determinant space:    {d3:.8f} hartree')
print(f'E3, spin-orbital formula: {e3_so:.8f} hartree')
print(f'E3 from particle ladder: {e3_parts[0]:.8f} hartree')
print(f'E3 from hole ladder:     {e3_parts[1]:.8f} hartree')
print(f'E3 from rings:           {e3_parts[2]:.8f} hartree')
print(f'E3 opposite-spin part, sum t R: {e3_opp:.8f} hartree')
print(f'E3 same-spin part:              {e3_same:.8f} hartree')
print(f'norm <Psi1|Psi1> = sum tt t: {norm1:.8f} (no unit)')
print(f'E2 in kJ/mol: {e2 * kj:.3f}')
print(f'E3 in kJ/mol: {e3 * kj:.3f}')
print(f'MP3 correlation energy E2+E3: {e2 + e3:.8f} hartree')
print(f'MP3 correlation energy: {(e2 + e3) * kj:.3f} kJ/mol')
print(f'full CI correlation energy, same basis: {corr_fci:.8f} hartree')
print(f'E2 / full CI correlation: {100 * e2 / corr_fci:.2f} percent')
print(f'(E2+E3) / full CI correlation: {100 * (e2 + e3) / corr_fci:.2f} percent')
print(f'sample element: i={i+1}, j={j+1}, a={o+a+1}, b={o+b+1} (orbital numbers)')
print(f'  (ia|jb) = {ovov[i, a, j, b]:.6f} hartree')
print(f'  e_i+e_j-e_a-e_b = {bh.e[i]+bh.e[j]-ev[a]-ev[b]:.6f} hartree')
print(f'  t(ij,ab) = {t[i, j, a, b]:.6f}, t(ij,ba) = {t[i, j, b, a]:.6f}')
print(f'  tt(ij,ab) = {tt[i, j, a, b]:.6f} (no unit)')
print(f'  R(ij,ab) = {R[i, j, a, b]:.6f} hartree')
print(f'  R(ij,ab), determinant space = {R_opp[i, j, a, b]:.6f} hartree')
print(f'largest error of any R element: {err_R:.0e} hartree')
print(f'largest error of same-spin relation: {err_same:.0e} hartree')
print(f'LiH, STO-3G, 1.60 angstrom: o = {lih.o}, v = {lih.v}')
print(f'  E2 formula {e2_l:.8f}, eigenvalue series {taylor[2]:.8f} hartree')
print(f'  E3 formula {e3_l:.8f}, eigenvalue series {taylor[3]:.8f} hartree')
for size, c in ((v, small), (2 * v, large)):
    print(f'products at o={o}, v={size}: particle ladder {c[0]}, '
          f'hole ladder {c[1]}, rings {c[2]}')
print(f'growth on doubling v: particle ladder {large[0] / small[0]:.0f}, '
      f'hole ladder {large[1] / small[1]:.0f}, rings {large[2] / small[2]:.0f}')
print(f'products at o=2, v=4: particle ladder {even[0]}, rings {even[2]}')
print('success')
```

It prints:

```
BH bond length: 1.25 angstrom; basis 6-31G
occupied o = 3, virtual v = 8, determinants = 27225
RHF total energy: -25.10885814 hartree
E2, closed-shell formula: -0.03925644 hartree
E2, determinant space:    -0.03925644 hartree
E3, closed-shell formula: -0.01342040 hartree
E3, determinant space:    -0.01342040 hartree
E3, spin-orbital formula: -0.01342040 hartree
E3 from particle ladder: 0.01411173 hartree
E3 from hole ladder:     0.01249130 hartree
E3 from rings:           -0.04002343 hartree
E3 opposite-spin part, sum t R: -0.01319155 hartree
E3 same-spin part:              -0.00022885 hartree
norm <Psi1|Psi1> = sum tt t: 0.02388114 (no unit)
E2 in kJ/mol: -103.068
E3 in kJ/mol: -35.235
MP3 correlation energy E2+E3: -0.05267684 hartree
MP3 correlation energy: -138.303 kJ/mol
full CI correlation energy, same basis: -0.06408731 hartree
E2 / full CI correlation: 61.25 percent
(E2+E3) / full CI correlation: 82.20 percent
sample element: i=2, j=3, a=6, b=10 (orbital numbers)
  (ia|jb) = 0.021047 hartree
  e_i+e_j-e_a-e_b = -1.929516 hartree
  t(ij,ab) = -0.010908, t(ij,ba) = 0.000782
  tt(ij,ab) = -0.022598 (no unit)
  R(ij,ab) = 0.004172 hartree
  R(ij,ab), determinant space = 0.004172 hartree
largest error of any R element: 2e-11 hartree
largest error of same-spin relation: 5e-12 hartree
LiH, STO-3G, 1.60 angstrom: o = 2, v = 4
  E2 formula -0.01290410, eigenvalue series -0.01290410 hartree
  E3 formula -0.00457143, eigenvalue series -0.00457143 hartree
products at o=3, v=8: particle ladder 36864, hole ladder 5184, rings 27648
products at o=3, v=16: particle ladder 589824, hole ladder 20736, rings 221184
growth on doubling v: particle ladder 16, hole ladder 4, rings 8
products at o=2, v=4: particle ladder 1024, rings 1024
success
```
